# RI-MP2: Why Fifth-Order Cost Remains and How Laplace Opposite-Spin Avoids It: verification in Python

```python
"""
Result under test: RI-MP2 with B = J V^(-1/2), and its Laplace-transformed
opposite-spin (OS) energy
    E_OS = - integral_0^inf sum_PQ X_PQ(t)^2 dt,
    X_PQ(t) = sum_ia B_iaP B_iaQ exp(-(e_a - e_i) t).
J_iaP = (ia|P), V_PQ = (P|Q); i,j occupied, a,b virtual, P,Q auxiliary.
With the energy denominator kept, the cheapest pairwise contraction is fifth
order; the Laplace OS term is fourth order; the exchange term stays fifth.
Hartree atomic units throughout.
"""
import re
import numpy as np
from pyscf import gto, scf, df

OH_LENGTH = 1.81       # bohr
HOH_ANGLE = 104.5      # degrees
STACK_DISTANCE = 6.0   # bohr
STEP = 0.7             # trapezoidal step in ln t
SMALL_T = 0.006        # largest denominator times first nonzero t
LARGE_T = 12.0         # smallest denominator times last t, at least


def water_stack(number):
    half = np.radians(HOH_ANGLE / 2)
    y, z = OH_LENGTH * np.sin(half), OH_LENGTH * np.cos(half)
    atoms = []
    for k in range(number):
        x = k * STACK_DISTANCE
        atoms += [("O", (x, 0, 0)), ("H", (x, y, z)), ("H", (x, -y, z))]
    return gto.M(atom=atoms, unit="Bohr", basis="cc-pvdz", verbose=0)


def inverse_root(metric):
    values, vectors = np.linalg.eigh(metric)
    assert values[0] > 0
    return (vectors / np.sqrt(values)) @ vectors.T


def prepare(number):
    """Hartree-Fock orbitals and fitted-integral ingredients."""
    mol = water_stack(number)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    nocc = mol.nelectron // 2
    c_occ, c_vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
    aux = df.addons.make_auxmol(mol, "cc-pvdz-ri")
    three = df.incore.aux_e2(mol, aux, intor="int3c2e", aosym="s1")
    J = np.einsum("mnP,mi,na->iaP", three, c_occ, c_vir, optimize=True)
    J = J.reshape(-1, aux.nao_nr())
    V = aux.intor("int2c2e")
    e_occ, e_vir = mf.mo_energy[:nocc], mf.mo_energy[nocc:]
    gaps = (e_vir[None, :] - e_occ[:, None]).ravel()
    assert gaps.min() > 0
    return mol, mf, c_occ, c_vir, J, V, gaps


def os_energy(K, gaps):
    return -np.sum(K**2 / (gaps[:, None] + gaps[None, :]))


def ss_energy(K, gaps, nocc, nvir):
    K4 = K.reshape(nocc, nvir, nocc, nvir)
    exchange = K4.transpose(0, 3, 2, 1).reshape(K.shape)
    return -np.sum(K * (K - exchange) / (gaps[:, None] + gaps[None, :]))


def alias_bound(h):
    y = 2 * np.pi * np.arange(1, 6) / h
    return 2 * np.sum(np.sqrt(np.pi * y / np.sinh(np.pi * y)))


def laplace_grid(d_min, d_max):
    """Points, weights and a bound on the relative error of 1/D."""
    first = SMALL_T / d_max
    count = 1 + int(np.ceil(np.log(LARGE_T / (d_min * first)) / STEP))
    t = first * np.exp(STEP * np.arange(count))
    zero_weight = STEP * first / (np.exp(STEP) - 1)
    bound = (alias_bound(STEP)
             + STEP * SMALL_T**2 / (np.exp(2 * STEP) - 1)
             + np.exp(-d_min * t[-1]))
    return np.append(0.0, t), np.append(zero_weight, STEP * t), bound


def laplace_os(B, gaps, points, weights):
    energy = 0.0
    for t, w in zip(points, weights):
        X = B.T @ (B * np.exp(-gaps * t)[:, None])
        energy -= w * np.sum(X**2)
    return energy


# ---- one water molecule: unfitted integrals and spin summation ----
mol, mf, c_occ, c_vir, J, V, gaps = prepare(1)
nocc, nvir, naux, nao = c_occ.shape[1], c_vir.shape[1], len(V), mol.nao_nr()
K = np.einsum("mnrs,mi,na,rj,sb->iajb", mol.intor("int2e"),
              c_occ, c_vir, c_occ, c_vir, optimize=True)
K = K.reshape(nocc * nvir, nocc * nvir)
E_os, E_ss = os_energy(K, gaps), ss_energy(K, gaps, nocc, nvir)

# Independent spin-orbital sum over antisymmetrized integrals.
unit = np.eye(2)
K_spin = np.einsum("iajb,xy,zw->ixayjzbw",
                   K.reshape(nocc, nvir, nocc, nvir), unit, unit)
K_spin = K_spin.reshape(2 * nocc, 2 * nvir, 2 * nocc, 2 * nvir)
anti = K_spin - K_spin.transpose(0, 3, 2, 1)
eo = np.repeat(mf.mo_energy[:nocc], 2)
ev = np.repeat(mf.mo_energy[nocc:], 2)
denominator = (ev[None, :, None, None] + ev[None, None, None, :]
               - eo[:, None, None, None] - eo[None, None, :, None])
pair = -0.25 * np.sum(anti**2 / denominator, axis=(1, 3))
spin = np.arange(2 * nocc) % 2
opposite = spin[:, None] != spin[None, :]
assert abs(pair[opposite].sum() - E_os) < 1e-10
assert abs(pair[~opposite].sum() - E_ss) < 1e-10

# ---- density fitting ----
root = inverse_root(V)
B = J @ root
K_ri = B @ B.T
coefficients = B @ root
error = K - K_ri
residual = (K - coefficients @ J.T - J @ coefficients.T
            + coefficients @ V @ coefficients.T)
assert np.max(abs(residual - error)) < 1e-9
assert np.linalg.eigvalsh(error)[0] > -1e-9


def self_repulsion(c):
    return np.diag(K) - 2 * np.sum(c * J, axis=1) + np.sum((c @ V) * c, axis=1)


rng = np.random.default_rng(7)
best = self_repulsion(coefficients)
for trial in range(20):
    change = 0.01 * rng.standard_normal(coefficients.shape)
    assert np.all(self_repulsion(coefficients + change) > best)

E_os_ri, E_ss_ri = os_energy(K_ri, gaps), ss_energy(K_ri, gaps, nocc, nvir)
assert abs(E_os_ri + E_ss_ri - E_os - E_ss) < 5e-4

# Nested auxiliary sets must lower the OS energy towards the unfitted value.
order = rng.permutation(naux)
nested = []
for size in (naux // 3, 2 * naux // 3, naux):
    keep = order[:size]
    B_part = J[:, keep] @ inverse_root(V[np.ix_(keep, keep)])
    nested.append((size, os_energy(B_part @ B_part.T, gaps)))
ladder = [energy for _, energy in nested] + [E_os]
assert all(ladder[k] >= ladder[k + 1] - 1e-11 for k in range(3))

# ---- quadrature error ----
# Unbounded trapezoidal sum: the error must attain the aliasing bound.
x_wide = STEP * np.arange(-70, 15)
trial_D = np.exp(np.linspace(0, 2 * STEP, 2001))
product = trial_D[:, None] * np.exp(x_wide)[None, :]
wide_error = np.max(abs(STEP * np.sum(product * np.exp(-product), axis=1) - 1))
assert abs(wide_error / alias_bound(STEP) - 1) < 0.01

d_min, d_max = 2 * gaps.min(), 2 * gaps.max()
points, weights, bound = laplace_grid(d_min, d_max)
D = np.geomspace(d_min, d_max, 5001)
grid_error = np.max(abs(D * (np.exp(-np.outer(D, points)) @ weights) - 1))
assert grid_error <= bound

# ---- one, two and three molecules ----
stack_rows = []
for number in (1, 2, 3):
    if number == 1:
        B_n, gaps_n = B, gaps
    else:
        data = prepare(number)
        B_n, gaps_n = data[4] @ inverse_root(data[5]), data[6]
    low, high = 2 * gaps_n.min(), 2 * gaps_n.max()
    t_n, w_n, bound_n = laplace_grid(low, high)
    direct = os_energy(B_n @ B_n.T, gaps_n)
    transformed = laplace_os(B_n, gaps_n, t_n, w_n)
    assert abs(transformed - direct) <= bound_n * abs(direct)
    stack_rows.append((number, high / low, len(t_n), direct, transformed))
point_counts = [row[2] for row in stack_rows]
assert max(point_counts) - min(point_counts) <= 1


# ---- cheapest cost over all pairwise contraction orders ----
def cheapest_cost(expression, scale):
    sizes = dict(zip("ijabPQmnrs", [nocc] * 2 + [nvir] * 2
                     + [naux] * 2 + [nao] * 4))
    terms = expression.split("->")[0].split(",")
    # Zero-stride views carry the shapes without using memory.
    views = [np.broadcast_to(0.0, tuple(scale * sizes[c] for c in term))
             for term in terms]
    report = np.einsum_path(expression, *views, optimize=("optimal", 10**30))[1]
    found = re.search(r"Optimized FLOP count:\s*(\S+)", report, re.IGNORECASE)
    return float(found.group(1))


WITH_DENOMINATOR = "iaP,jbP,iaQ,jbQ,iajb->"
LAPLACE_OS = "iaP,jbP,iaQ,jbQ->"
cases = [
    ("four-index transformation", "mnrs,mi,na,rj,sb->iajb", 5),
    ("building B", "mnP,mi,na,PQ->iaQ", 4),
    ("RI OS with denominator", WITH_DENOMINATOR, 5),
    ("Laplace OS, per point", LAPLACE_OS, 4),
    ("Laplace exchange, per point", "iaP,jbP,ibQ,jaQ->", 5),
]
exponents = []
for name, expression, expected in cases:
    power = np.log2(cheapest_cost(expression, 64) / cheapest_cost(expression, 32))
    assert abs(power - expected) < 0.02, (name, power)
    exponents.append((name, power))

cost_denominator = cheapest_cost(WITH_DENOMINATOR, 1)
cost_laplace = len(points) * cheapest_cost(LAPLACE_OS, 1)
crossover = next(s for s in range(1, 200)
                 if len(points) * cheapest_cost(LAPLACE_OS, s)
                 < cheapest_cost(WITH_DENOMINATOR, s))

# ---- printed results ----
print("Water, cc-pVDZ / cc-pVDZ-RI, all electrons correlated")
print(f"O-H length {OH_LENGTH} bohr, H-O-H angle {HOH_ANGLE} degrees")
print(f"occupied {nocc}, virtual {nvir}, AO {nao}, auxiliary {naux}")
print(f"RHF energy                     {mf.e_tot:.6f} hartree")
print(f"OS energy, unfitted            {E_os:.7f} hartree")
print(f"SS energy, unfitted            {E_ss:.7f} hartree")
print(f"MP2 correlation, unfitted      {E_os + E_ss:.7f} hartree")
print(f"OS energy, RI                  {E_os_ri:.7f} hartree")
print(f"SS energy, RI                  {E_ss_ri:.7f} hartree")
print(f"MP2 correlation, RI            {E_os_ri + E_ss_ri:.7f} hartree")
print(f"RI minus unfitted, OS          {E_os_ri - E_os:.2e} hartree")
print(f"RI minus unfitted, total       "
      f"{E_os_ri + E_ss_ri - E_os - E_ss:.2e} hartree")
print(f"largest (ia|jb) fitting error  {np.max(abs(error)):.2e} hartree")
for size, energy in nested:
    print(f"OS energy, {size:3d} auxiliary functions  {energy:.7f} hartree")
print(f"smallest, largest denominator  {d_min:.4f}, {d_max:.4f} hartree")
print(f"step in ln t                   {STEP}")
print(f"chosen D_max*t_1, least D_min*t_n  {SMALL_T}, {LARGE_T}")
print(f"first nonzero t, last t        {points[1]:.3e}, {points[-1]:.3f} 1/hartree")
print(f"weight of the point t = 0      {weights[0]:.3e} 1/hartree")
print(f"aliasing bound (relative)      {alias_bound(STEP):.3e}")
print(f"measured aliasing error        {wide_error:.3e}")
print(f"total quadrature bound         {bound:.3e}")
print(f"measured largest error of 1/D  {grid_error:.3e}")
print(f"Stacks, spacing {STACK_DISTANCE} bohr: molecules, D_max/D_min, points,")
print("  RI OS energy, Laplace OS energy (hartree), difference (hartree)")
for number, ratio, count, direct, transformed in stack_rows:
    print(f"  {number}  {ratio:.2f}  {count}  {direct:.7f}  {transformed:.7f}"
          f"  {transformed - direct:.1e}")
print("Scaling exponents from the cheapest contraction order:")
for name, power in exponents:
    print(f"  {name:28s} {power:.3f}")
print(f"operations, one molecule, with denominator  {cost_denominator:.3e}")
print(f"operations, one molecule, Laplace all points {cost_laplace:.3e}")
print(f"Laplace OS cheaper from size factor {crossover} (all dimensions scaled)")
print("all assertions hold")
```

Running it gives:

```
Water, cc-pVDZ / cc-pVDZ-RI, all electrons correlated
O-H length 1.81 bohr, H-O-H angle 104.5 degrees
occupied 5, virtual 19, AO 24, auxiliary 84
RHF energy                     -76.026770 hartree
OS energy, unfitted            -0.1524766 hartree
SS energy, unfitted            -0.0515274 hartree
MP2 correlation, unfitted      -0.2040040 hartree
OS energy, RI                  -0.1524076 hartree
SS energy, RI                  -0.0515812 hartree
MP2 correlation, RI            -0.2039888 hartree
RI minus unfitted, OS          6.90e-05 hartree
RI minus unfitted, total       1.52e-05 hartree
largest (ia|jb) fitting error  4.44e-04 hartree
OS energy,  28 auxiliary functions  -0.0832011 hartree
OS energy,  56 auxiliary functions  -0.1473714 hartree
OS energy,  84 auxiliary functions  -0.1524076 hartree
smallest, largest denominator  1.3572, 49.3950 hartree
step in ln t                   0.7
chosen D_max*t_1, least D_min*t_n  0.006, 12.0
first nonzero t, last t        1.215e-04, 8.883 1/hartree
weight of the point t = 0      8.388e-05 1/hartree
aliasing bound (relative)      1.131e-05
measured aliasing error        1.131e-05
total quadrature bound         2.537e-05
measured largest error of 1/D  1.552e-05
Stacks, spacing 6.0 bohr: molecules, D_max/D_min, points,
  RI OS energy, Laplace OS energy (hartree), difference (hartree)
  1  36.40  18  -0.1524076  -0.1524079  -3.0e-07
  2  38.57  19  -0.3056979  -0.3056984  -5.5e-07
  3  39.54  19  -0.4590281  -0.4590289  -8.1e-07
Scaling exponents from the cheapest contraction order:
  four-index transformation    5.000
  building B                   4.000
  RI OS with denominator       4.999
  Laplace OS, per point        4.000
  Laplace exchange, per point  4.999
operations, one molecule, with denominator  3.057e+06
operations, one molecule, Laplace all points 4.851e+07
Laplace OS cheaper from size factor 16 (all dimensions scaled)
all assertions hold
```
